# Frequency moments, traces of the dynamical matrix and moment Debye temperatures

Suppose the low-temperature heat capacity of a crystal has been fitted to a Debye spectrum, and the fitted Debye temperature is then used near room temperature. For a model crystal treated below, the low-temperature value is 544 K, while the leading quantum correction to the heat capacity at high temperature requires 447 K. That correction is proportional to the square of the Debye temperature, so the transferred value makes it too large by a factor $(544.4/446.6)^2\approx1.49$. At 300 K higher terms also contribute, and the full shortfall of the heat capacity below its classical value is overestimated by a factor 1.44. The two numbers disagree because they describe different averages over the same vibrational spectrum. To use them properly one must know which average each property takes, and which force constants determine that average.

Consider a crystal of $N$ cells with periodic boundary conditions and $r$ atoms per cell. Atom $\kappa$ has mass $M_\kappa$, and its displacement in cell $l$ along the Cartesian direction $\alpha$ is $u_{l\kappa\alpha}$. In the harmonic approximation about a stable equilibrium the potential energy is

$$E=\frac12\sum_{l\kappa\alpha}\sum_{l'\kappa'\beta}\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf R_{l'}-\mathbf R_l)\,u_{l\kappa\alpha}u_{l'\kappa'\beta}.$$

The force constants $\Phi$ depend only on the difference of the lattice vectors, and they are assumed to be absolutely summable over $\mathbf R$. Dipolar forces falling as $R^{-3}$ violate this assumption and need separate treatment. Since the order of differentiation is immaterial, $\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf R)=\Phi_{\kappa'\beta,\kappa\alpha}(-\mathbf R)$.

Newton's equation is $M_\kappa\ddot u_{l\kappa\alpha}=-\partial E/\partial u_{l\kappa\alpha}$. With $w_{l\kappa\alpha}=\sqrt{M_\kappa}\,u_{l\kappa\alpha}$ and

$$D_{\kappa\alpha,\kappa'\beta}(\mathbf R)=\frac{\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf R)}{\sqrt{M_\kappa M_{\kappa'}}},$$

it becomes $\ddot w=-\mathcal D w$, where $\mathcal D$ is the real symmetric matrix of dimension $3rN$ built from the blocks $D(\mathbf R_{l'}-\mathbf R_l)$. A solution oscillating at frequency $\omega$ satisfies $\mathcal D w=\omega^2w$. Applying $\mathcal D$ again gives $\mathcal D^m w=\omega^{2m}w$. The trace of a symmetric matrix is the sum of its eigenvalues, so the average over all modes, written $\langle\cdot\rangle$, obeys

$$\langle\omega^{2m}\rangle=\frac{1}{3rN}\operatorname{Tr}\mathcal D^m,\qquad m=1,2,\dots$$

To reduce this to one cell, insert the Bloch wave $w_{l\kappa\alpha}=e_{\kappa\alpha}e^{i\mathbf q\cdot\mathbf R_l}$. The factor $e^{i\mathbf q\cdot\mathbf R_l}$ cancels, leaving the eigenvalue problem of the $3r\times3r$ dynamical matrix

$$D(\mathbf q)=\sum_{\mathbf R}D(\mathbf R)e^{i\mathbf q\cdot\mathbf R}.$$

There are $N$ allowed wavevectors. Multiplying out the $m$ factors and averaging over them gives

$$\langle\omega^{2m}\rangle=\frac{1}{3rN}\sum_{\mathbf q}\operatorname{Tr}D(\mathbf q)^m
=\frac1{3r}\sum_{\mathbf R_1,\dots,\mathbf R_m}\operatorname{Tr}\big[D(\mathbf R_1)\cdots D(\mathbf R_m)\big]\,\frac1N\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf R_1+\dots+\mathbf R_m)} .$$

The last average is 1 if the total step is zero or a period of the finite crystal, and 0 otherwise. If the force constants have finite range and the crystal is large enough that no $m$ steps can wrap around it, only walks with zero total step remain. For infinite range the wrapping walks contribute at every finite $N$, but absolute summability makes their contribution vanish as the crystal grows in all directions. In either case what remains is

$$\boxed{\langle\omega^{2m}\rangle=\frac1{3r}\sum_{\mathbf R_1+\dots+\mathbf R_m=0}\operatorname{Tr}\big[D(\mathbf R_1)\cdots D(\mathbf R_m)\big]}$$

An even moment is thus a sum over closed walks of $m$ steps, where a step may also stay in the same cell. If each $\mathbf R$ has components of size at most 1 along the primitive vectors, a walk of $m$ steps has components of at most $m$, and a wavevector mesh with more than $m$ points in each direction already gives the exact moment.

Odd moments cannot be written in this way, as a polynomial in the force constants. Multiplying all force constants by $\lambda$ multiplies $\langle\omega^n\rangle$ by $\lambda^{n/2}$, which is not a polynomial in $\lambda$ when $n$ is odd or negative. The average $\langle\ln\omega\rangle$ changes by $\frac12\ln\lambda$, which is not a polynomial either.

For $m=1$ the single step must be $\mathbf R=0$, and the trace selects the diagonal elements:

$$\langle\omega^2\rangle=\frac1{3r}\sum_{\kappa\alpha}\frac{\Phi_{\kappa\alpha,\kappa\alpha}(0)}{M_\kappa}.$$

At given masses, the mean squared frequency depends on the diagonal on-site force constants alone. They have a direct meaning. Displace one atom $\kappa$ by $\mathbf u$ and clamp all the others. The energy is then $\frac12\sum_{\alpha\beta}\Phi_{\kappa\alpha,\kappa\beta}(0)u_\alpha u_\beta$, so the three squared frequencies of this single atom, its Einstein frequencies, sum to $\sum_\alpha\Phi_{\kappa\alpha,\kappa\alpha}(0)/M_\kappa$. Coupling between atoms spreads the squared frequencies into bands without moving their mean.

This does not make the neighbours irrelevant. A uniform translation of the crystal produces no force, which requires

$$\Phi_{\kappa\alpha,\kappa\beta}(0)=-\sum_{(\mathbf R,\kappa')\neq(0,\kappa)}\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf R).$$

The on-site constant is therefore itself a sum over neighbours. The second moment sees this sum and not how it is divided among them.

The division appears in the fourth moment. For $m=2$ a closed walk has $\mathbf R_2=-\mathbf R_1$, and the symmetry of the force constants turns the product into a sum of squares:

$$\langle\omega^4\rangle=\frac1{3r}\sum_{\mathbf R}\sum_{\kappa\alpha,\kappa'\beta}D_{\kappa\alpha,\kappa'\beta}(\mathbf R)D_{\kappa'\beta,\kappa\alpha}(-\mathbf R)=\frac1{3r}\sum_{\mathbf R}\sum_{\kappa\alpha,\kappa'\beta}D_{\kappa\alpha,\kappa'\beta}(\mathbf R)^2 .$$

Moments of different order have different units. They can be compared by asking which Debye spectrum would have the same moment. Let $g(\omega)$ be the density of states normalized to one. The Debye spectrum, taken here to carry all $3rN$ modes, is $g(\omega)=3\omega^2/\omega_D^3$ up to the cutoff $\omega_D$, and its moments are

$$\langle\omega^n\rangle=\frac{3}{\omega_D^3}\int_0^{\omega_D}\omega^{n+2}\,d\omega=\frac{3}{n+3}\,\omega_D^{\,n},\qquad n>-3 .$$

Solving for $\omega_D$ and inserting the moment of the actual crystal defines the moment Debye temperature:

$$\boxed{k_B\Theta(n)=\hbar\,\omega_D(n),\qquad \omega_D(n)=\Big[\frac{n+3}{3}\langle\omega^n\rangle\Big]^{1/n},\qquad n>-3,\ n\ne0}$$

For $n\to0$ use $\langle\omega^n\rangle=1+n\langle\ln\omega\rangle+O(n^2)$. The logarithm of $\omega_D(n)$ is then $\frac1n\big[\frac n3+n\langle\ln\omega\rangle+O(n^2)\big]$, so that $\omega_D(0)=\exp\big(\frac13+\langle\ln\omega\rangle\big)$. If the crystal had a Debye spectrum, every $\Theta(n)$ would be the same. A variation with $n$ therefore shows a departure from the Debye form.

The lower limit $n\to-3$ also exists. In a three-dimensional crystal with nonzero sound speeds, $g(\omega)\to\gamma\omega^2$ at low frequency. The range $0<\omega<\delta$ contributes $\gamma\delta^{n+3}/(n+3)$ to $\langle\omega^n\rangle$, with a relative error that can be made as small as desired by choosing $\delta$ small. The range above $\delta$ stays finite. Hence $(n+3)\langle\omega^n\rangle\to\gamma$ and $\omega_D(-3)^{-3}=\gamma/3$.

To find $\gamma$, count the modes of the acoustic branch $s$, for which $\omega=c_sq$ with a speed $c_s$ that depends on direction. With cell volume $V_c$, the solid angle $d\Omega$ holds $NV_cq^2dq\,d\Omega/(2\pi)^3$ modes, and $q^2dq=\omega^2d\omega/c_s^3$. Dividing by $3rN$ gives $\gamma$, and a further division by 3 gives

$$\omega_D(-3)^{-3}=\frac{V_c}{72\pi^3r}\sum_{s=1}^3\int\frac{d\Omega}{c_s^3}.$$

Different thermal properties select different $n$. The zero-point energy is $\frac12\hbar\omega$ per mode. With three modes per atom and $\langle\omega\rangle=\frac34\omega_D(1)$, it amounts to $\frac32\hbar\langle\omega\rangle=\frac98k_B\Theta(1)$ per atom.

For the heat capacity put $x=\hbar\omega/k_BT$ and $y=x/2$. One mode contributes $k_B\,y^2/\sinh^2y$. From $\sinh y=y(1+y^2/6+y^4/120+\dots)$ follows $\sinh^2y=y^2(1+y^2/3+2y^4/45+\dots)$, and inversion gives

$$\frac{y^2}{\sinh^2y}=1-\frac{y^2}{3}+\Big(\frac19-\frac2{45}\Big)y^4-\dots=1-\frac{x^2}{12}+\frac{x^4}{240}-\dots$$

Averaging with $\langle\omega^2\rangle=\frac35\omega_D(2)^2$ and $\langle\omega^4\rangle=\frac37\omega_D(4)^4$ gives, per atom,

$$\frac{C}{3k_B}=1-\frac{\Theta(2)^2}{20T^2}+\frac{\Theta(4)^4}{560T^4}-\dots$$

The nearest zeros of $\sinh y$ away from the origin are at $y=\pm i\pi$, so the series converges when $x<2\pi$ for the highest frequency. Its leading quantum correction needs only masses and on-site constants.

The entropy follows from the free energy per mode, $k_BT\ln(2\sinh\frac x2)=k_BT(\ln x+x^2/24-\dots)$. Since $x\propto1/T$, minus its temperature derivative is $k_B(1-\ln x+x^2/24-\dots)$. Inserting $\langle\ln\omega\rangle=\ln\omega_D(0)-\frac13$ gives, per atom,

$$\frac{S}{3k_B}=\frac43+\ln\frac{T}{\Theta(0)}+\frac{\Theta(2)^2}{40T^2}-\dots$$

At low temperature only the region $g=\gamma\omega^2=3\omega^2/\omega_D(-3)^3$ is excited. Changing the variable from $\omega$ to $x$,

$$\frac{C}{3k_B}\to3\Big(\frac{T}{\Theta(-3)}\Big)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx=\frac{4\pi^4}{5}\Big(\frac{T}{\Theta(-3)}\Big)^3 .$$

Integration by parts turns the integral into $4\int_0^\infty x^3/(e^x-1)\,dx$. Expanding $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$ gives $4\cdot6\sum_jj^{-4}=4\pi^4/15$, which leads to the stated factor.

As an example take two model body-centred cubic crystals with one atom per cell, cubic lattice constant $a$ and mass $M=10^5\,m_e$. Central springs at their natural length join first neighbours (constant $k_1$) and second neighbours ($k_2$). Values are in Hartree atomic units, where $\hbar=1$ and $1\,E_h/k_B=315775$ K. Crystal A has $k_1=0.03$ and $k_2=0.02\,E_h/a_0^2$. Crystal B has $k_1=0.0375$ and $k_2=0.01\,E_h/a_0^2$.

If one atom moves by $\mathbf u$, a spring along the unit vector $\mathbf n$ changes its length by $-\mathbf n\cdot\mathbf u$ to first order and stores the energy $\frac12k(\mathbf n\cdot\mathbf u)^2$. It adds $k\,n_\alpha n_\beta$ to the on-site block, and its intersite block is $-k\,n_\alpha n_\beta$. The eight first neighbours have $n_x^2=\frac13$. Of the six second neighbours, two have $n_x^2=1$ and four have $n_x=0$. The diagonal on-site constant is therefore

$$\phi=\frac{8k_1}{3}+2k_2=\begin{cases}0.08+0.04=0.12\,E_h/a_0^2&\text{(A)}\\0.10+0.02=0.12\,E_h/a_0^2&\text{(B)}\end{cases}$$

Both crystals have $\langle\omega^2\rangle=\phi/M=1.2\times10^{-6}\,(E_h/\hbar)^2$, and hence

$$\Theta(2)=315775\ \mathrm K\times\sqrt{\tfrac53\times1.2\times10^{-6}}=446.6\ \mathrm K .$$

For the fourth moment, the off-diagonal on-site elements cancel by cubic symmetry, so the on-site block contributes $3\phi^2$. Each neighbour contributes $k^2\sum_{\alpha\beta}n_\alpha^2n_\beta^2=k^2$. Thus

$$\langle\omega^4\rangle=\frac{3\phi^2+8k_1^2+6k_2^2}{3M^2}.$$

For A the numerator is $0.0432+0.0072+0.0024=0.0528$, which gives $1.760\times10^{-12}\,(E_h/\hbar)^4$. For B the result is $1.835\times10^{-12}$. The shared on-site constant no longer fixes the answer.

A mesh of $2\times2\times2$ wavevectors gives $2.08\times10^{-12}$ for A, which is too large. On that mesh $\mathbf R$ and $-\mathbf R$ are equivalent, so repeating a step to a neighbour counts as closing the walk. The neighbour terms are then counted twice, which adds $0.0096/(3M^2)=0.32\times10^{-12}$, the whole excess.

Crystal A also has a closed form for $\Theta(-3)$. At small $\mathbf q$, each neighbour at $\mathbf d$ contributes $k\,n_\alpha n_\beta[1-\cos(\mathbf q\cdot\mathbf d)]\approx\frac12k\,n_\alpha n_\beta(\mathbf q\cdot\mathbf d)^2$ to $MD_{\alpha\beta}(\mathbf q)$. Summed over the first shell, this is $\frac13k_1a^2q^2$ for $\alpha=\beta$ and $\frac23k_1a^2q_\alpha q_\beta$ for $\alpha\ne\beta$. The second shell adds $k_2a^2q_\alpha^2$ on the diagonal. Crystal A satisfies $k_2=\frac23k_1$, so the terms combine into

$$MD_{\alpha\beta}(\mathbf q)=\frac{k_1a^2}{3}\big(q^2\delta_{\alpha\beta}+2q_\alpha q_\beta\big).$$

This is isotropic, with one longitudinal speed $c_L^2=k_1a^2/M$ and two transverse speeds $c_T^2=k_1a^2/(3M)$. With $V_c=a^3/2$ the lattice constant cancels:

$$\omega_D(-3)=\sqrt{\frac{k_1}{M}}\Big[\frac{36\pi^2}{1+6\sqrt3}\Big]^{1/3},\qquad \Theta(-3)=544.4\ \mathrm K .$$

The remaining values come from diagonalizing $D(\mathbf q)$ on meshes and, for $\Theta(-3)$ of B, from integrating its anisotropic sound speeds over direction.

| $n$ | $\Theta(n)$, A (K) | $\Theta(n)$, B (K) |
|---:|---:|---:|
| −3 | 544.4 | 499.7 |
| −2 | 476.9 | 449.7 |
| −1 | 457.1 | 439.7 |
| 0 | 449.3 | 439.5 |
| 1 | 446.7 | 442.6 |
| 2 | 446.6 | 446.6 |
| 4 | 449.5 | 454.2 |
| 6 | 453.6 | 460.1 |

The columns meet at $n=2$, as the equal on-site constants require, and differ by 45 K at $n=-3$. Neither column is constant, so neither spectrum has the Debye form. Nor is $\Theta(n)$ monotonic in $n$.

The thermal formulas can be compared with direct sums over the modes of A. Its zero-point energy is $\frac98\times446.7/315775=1.591\times10^{-3}\,E_h$ per atom. At 500 K the mode sum gives $C/(3k_B)=0.96125$. The series gives 0.96011 through $\Theta(2)$ and 0.96128 through $\Theta(4)$. At 5000 K the entropy $S/(3k_B)$ is 3.74293, against 3.74273 from $\Theta(0)$ alone. The difference, 0.0002, is the size of the next term, $(446.6/5000)^2/40$.

The cubic law is approached slowly. At $\Theta(-3)/60=9.07$ K the heat capacity still exceeds it by 1.8%, and when $T^2$ is halved the excess falls to 0.9%. This scaling follows from the next term of $1-\cos(\mathbf q\cdot\mathbf d)$, which is of order $q^4$. It gives $\omega=c_sq\,[1+O(q^2)]$, so the number of modes below $\omega$, proportional to $q^3$, is proportional to $\omega^3[1+O(\omega^2)]$, and $g(\omega)$ gains an $\omega^4$ term. Changing the variable to $x$ turns that term into a $T^5$ contribution to $C$, a correction proportional to $T^2$ relative to the cubic law. A fit at insufficiently low temperature would therefore return a value different from $\Theta(-3)$.

These results concern the lattice part of the thermal properties for fixed harmonic force constants. If thermal expansion or anharmonicity changes the frequencies, the $\Theta(n)$ themselves depend on temperature, and the series above no longer give the full temperature dependence. The numerical check also covers a crystal with two unequal masses per cell and random stable springs, where the mean squared frequency of a whole supercell agrees with the on-site formula.

## Table of computed values

```
mass M = 100000 m_e
1 E_h / k_B = 315775.0 K
two-atom test, <omega^2>, modes    = 13.740146 (model units)
two-atom test, <omega^2>, on-site  = 13.740146 (model units)
A: k1 = 0.0300, k2 = 0.0200 E_h/a0^2
A: on-site constant = 0.1200 E_h/a0^2
A: clamped-atom Laplacian / 3 = 0.120000 E_h/a0^2
A: <omega^2> = 1.2000e-06 (E_h/hbar)^2
A: <omega^4> = 1.7600e-12 (E_h/hbar)^4
A: <omega^6> = 2.9280e-18 (E_h/hbar)^6
A: <omega^4> on too small 2x2x2 mesh = 2.0800e-12 (E_h/hbar)^4
A: Theta(-3) = 544.4 K
A: Theta(-2) = 476.9 K
A: Theta(-1) = 457.1 K
A: Theta(0) = 449.3 K
A: Theta(1) = 446.7 K
A: Theta(2) = 446.6 K
A: Theta(4) = 449.5 K
A: Theta(6) = 453.6 K
A: Theta(n -> -3) from moments = 544.4 K
A: largest mesh change of Theta, n = -2 to 6: 0.0013 K
B: k1 = 0.0375, k2 = 0.0100 E_h/a0^2
B: on-site constant = 0.1200 E_h/a0^2
B: clamped-atom Laplacian / 3 = 0.120000 E_h/a0^2
B: <omega^2> = 1.2000e-06 (E_h/hbar)^2
B: <omega^4> = 1.8350e-12 (E_h/hbar)^4
B: <omega^6> = 3.1875e-18 (E_h/hbar)^6
B: <omega^4> on too small 2x2x2 mesh = 2.2300e-12 (E_h/hbar)^4
B: Theta(-3) = 499.7 K
B: Theta(-2) = 449.7 K
B: Theta(-1) = 439.7 K
B: Theta(0) = 439.5 K
B: Theta(1) = 442.6 K
B: Theta(2) = 446.6 K
B: Theta(4) = 454.2 K
B: Theta(6) = 460.1 K
B: Theta(n -> -3) from moments = 499.7 K
B: largest mesh change of Theta, n = -2 to 6: 0.0077 K
A: <omega> = 1.0610e-03 E_h/hbar
A: zero-point energy per atom = 1.5914e-03 E_h
A: C/(3 k_B) per atom at 500 K, mode sum = 0.961251
A: same, series through Theta(2) = 0.960114
A: same, series through Theta(4) = 0.961281
A: size of next series term = 3.1e-05
A: cold temperature Theta(-3)/60 = 9.07 K
A: C / (T^3 law) there = 1.0177
A: C / (T^3 law) at that T/sqrt(2) = 1.0086
A: C / (T^3 law) extrapolated to T = 0: 0.9996
A: S/(3 k_B) per atom at 5000 K, mode sum = 3.74293
A: same, from Theta(0) = 3.74273
```
